The Maxwell Garnett permittivity and the exchange of host and inclusion

## Part 2. Exchanging the phases, and what an index reading can tell

**Symbols and results carried over**

Spheres of relative permittivity ε_i and radius a fill a fraction f of a host of relative permittivity ε_h. The contrast factor is β = (ε_i − ε_h)/(ε_i + 2ε_h), and one sphere has the polarisability α = 4π ε0 ε_h a³ β. With n spheres per volume, nα = 3 ε0 ε_h fβ. The dilute law is ε = ε_h(1 + 3fβ). With the Lorentz local field, it becomes the Maxwell Garnett formula

ε = ε_h + 3ε_h fβ / (1 − fβ), or (ε − ε_h)/(ε + 2ε_h) = fβ.

From here on, f is always the fraction of phase i, whichever phase forms the spheres. In structure A, phase i forms the spheres and phase h is the host. In structure B, phase h forms the spheres, with fraction 1 − f, and phase i is the host. The composition is the same in both.

**A thin trace of phase i**

Start with very little of phase i, where the two structures can be pictured. In A, the trace of i is gathered into isolated balls. The dilute law gives

ε_A ≈ ε_h + f · 3ε_h Δ / (ε_i + 2ε_h), Δ = ε_i − ε_h.

In B, phase i is the host although there is little of it. If it is to enclose every body of h, it can be pictured as spread out in thin walls between them. A simple model of this is a set of thin, flat sheets with random orientation. Where the field lies along a sheet, E is continuous across its faces, and the field in the sheet equals that outside. Where the field is normal to a sheet, D is continuous, and the field in the sheet is ε_h/ε_i times that outside. For random orientation, two of the three directions are along the sheet and one is normal to it. The mean excess polarisation then gives

ε_sheets ≈ ε_h + fΔ [2/3 + ε_h / (3ε_i)] = ε_h + fΔ (2ε_i + ε_h) / (3ε_i).

The two slopes differ by

Δ [(2ε_i + ε_h)/(3ε_i) − 3ε_h/(ε_i + 2ε_h)]
= Δ [(2ε_i + ε_h)(ε_i + 2ε_h) − 9 ε_i ε_h] / [3ε_i (ε_i + 2ε_h)].

The product in the numerator is 2ε_i² + 5ε_i ε_h + 2ε_h². Subtracting 9ε_i ε_h leaves 2ε_i² − 4ε_i ε_h + 2ε_h² = 2Δ². The difference of slopes is thus

2Δ³ / [3ε_i (ε_i + 2ε_h)].

For ε_i > ε_h it is positive. A ball of high permittivity weakens the field inside itself by the charge on its surface. A sheet does so for one field direction in three, and for the other two it takes the full field. The same amount of material contributes more as walls than as balls.

**The general difference**

To compare A and B at any f, first write the Maxwell Garnett formula as a departure from the volume mean

m = ε_h + fΔ = f ε_i + (1 − f) ε_h.

Multiply numerator and denominator of 3ε_h fβ/(1 − fβ) by ε_i + 2ε_h. Since β(ε_i + 2ε_h) = Δ,

ε_A = ε_h + 3ε_h fΔ / D_A, D_A = ε_i + 2ε_h − fΔ.

Because ε_i + 2ε_h = 3ε_h + Δ, the denominator is also

D_A = 3ε_h + (1 − f)Δ.

Subtract ε_A from the mean:

m − ε_A = fΔ − 3ε_h fΔ / D_A = fΔ (D_A − 3ε_h) / D_A.

Here D_A − 3ε_h = (1 − f)Δ, so

ε_A = m − f(1 − f)Δ² / D_A.

Structure B follows by exchanging ε_i with ε_h and f with 1 − f. This changes the sign of Δ. The mean m and the product f(1 − f)Δ² do not change. The denominator becomes

D_B = 3ε_i − fΔ,

and therefore

ε_B = m − f(1 − f)Δ² / D_B.

The whole effect of the exchange sits in the denominators. Subtracting,

ε_B − ε_A = f(1 − f)Δ² (1/D_A − 1/D_B) = f(1 − f)Δ² (D_B − D_A) / (D_A D_B).

The difference of the denominators is

D_B − D_A = 3ε_i − fΔ − 3ε_h − (1 − f)Δ = 3Δ − Δ = 2Δ.

The result is

ε_B − ε_A = 2f(1 − f)Δ³ / (D_A D_B),

with the denominators written out as

D_A = (2 + f)ε_h + (1 − f)ε_i, D_B = (3 − f)ε_i + fε_h.

For positive real permittivities, both denominators are positive. The difference then vanishes at f = 0, at f = 1 and at ε_i = ε_h, and nowhere else between. Its sign is that of Δ: the structure whose host has the higher permittivity has the higher effective permittivity.

**Limits of the difference**

For small f, D_A tends to ε_i + 2ε_h and D_B to 3ε_i, and the difference tends to 2fΔ³/[3ε_i(ε_i + 2ε_h)]. This is the result for balls and sheets. The Maxwell Garnett formula for B, taken far outside the dilute range for which its spheres were introduced, thus agrees to first order in f with randomly oriented thin walls.

For a conducting phase i in vacuum, let ε_i → ∞ with ε_h = 1. Then D_A ≈ (1 − f)ε_i and D_B ≈ (3 − f)ε_i, and

ε_B − ε_A ≈ 2f ε_i / (3 − f),

which grows without limit. Meanwhile ε_A tends to (1 + 2f)/(1 − f), which is finite for f < 1. The opening example of Part 1 is recovered: separate conductors give a finite value, and a connected conductor does not. The formula gives that value well only while the spheres are far from touching: for conducting spheres on the body-centred cubic lattice the true value is 4.17 against 4.00 at f = 0.5, but about 10 against 6.8 at f = 0.66.

For weak contrast, both denominators tend to 3ε_h, and

ε_B − ε_A ≈ 2f(1 − f)Δ³ / (9ε_h²).

The two predictions share the volume mean and also the second-order term −f(1 − f)Δ²/(3ε_h). They part at third order. In a film whose two phases have nearly equal indices, the choice of host hardly matters. It matters when the contrast is large, as with empty pores in an oxide of high index.

For complex permittivities the algebra is unchanged, but the denominators can become small. D_A vanishes when ε_i = −ε_h(2 + f)/(1 − f), which a metal can approach at some optical frequency. The spheres then resonate, the two structures can differ strongly, and the statement about the sign no longer applies.

**A porous oxide film**

Take a transparent solid of index 2.4 with empty pores of index 1, in equal volumes. The spheres have radius 5 nm, the film is 100 nm thick, and the wavelength is 633 nm. Let phase i be the solid and phase h the void. Then ε_i = 2.4² = 5.76, ε_h = 1, f = 0.5 and Δ = 4.76.

In structure A, solid spheres stand in void:

β = 4.76 / 7.76 = 0.6134, fβ = 0.3067,

ε_A = (1 + 0.6134) / (1 − 0.3067) = 2.327.

The same number can be reached through the polarisability in SI units. One sphere has the volume 523.6 nm³, so n = 0.5/523.6 = 9.549 × 10⁻⁴ nm⁻³, or 9.549 × 10²³ m⁻³. With α = 8.531 × 10⁻³⁶ F m², nα/ε0 = 0.920, which equals 3fβ. Then ε_A = 1 + 0.920/(1 − 0.3067) = 2.327. The radius has dropped out, as it must in a static theory.

In structure B, the pores are spheres in the solid. Their contrast factor is

β_B = (1 − 5.76) / (1 + 11.52) = −0.3802,

and their fraction is 1 − f = 0.5, so

ε_B = 5.76 × (1 − 0.3802) / (1 + 0.1901) = 3.000.

The difference formula gives the gap directly. With D_A = 2.5 + 2.88 = 5.38 and D_B = 14.4 + 0.5 = 14.9,

ε_B − ε_A = 2 × 0.25 × 4.76³ / (5.38 × 14.9) = 0.673.

Both values lie below the volume mean, 3.38. The film indices are the square roots, 1.525 for A and 1.732 for B. For the 100 nm film, the optical thickness (index times thickness) is about 153 nm for A and 173 nm for B. This difference of some 21 nm comes from the assumed structure alone; composition, thickness and solid index are held fixed.

**From an index reading to a solid fraction**

The question can also be reversed: the index is measured and the composition is wanted. Suppose the reading is 1.60, so that ε = 2.56. For structure A, the symmetric form gives

f = [(ε − ε_h)/(ε + 2ε_h)] / β = (1.56/4.56) / 0.6134 = 0.558.

For structure B, the same form with the solid as host gives the pore fraction:

1 − f = [(ε − ε_i)/(ε + 2ε_i)] / β_B = (−3.20/14.08) / (−0.3802) = 0.598,

so f = 0.402. One reading yields a porosity of 44 % or of 60 %, depending on which phase is taken as host. A more precise reading of the index would not remove this ambiguity, because each formula can fit the reading perfectly.

A second, independent measurement can help. The mass per area of the film is the solid density times f times the thickness. If the density of the solid and the thickness are known, weighing gives f without any model of the permittivity. The index then tests the structure. At f = 0.5, for example, a reading near 1.53 would favour A and one near 1.73 would favour B. A reading between them is harder to interpret. At this filling the arrangement of the spheres matters: separate solid spheres in void give 1.53 on the body-centred cubic lattice but 1.57 on the simple cubic one, where they nearly touch. An intermediate reading can therefore come from the arrangement, from a structure of another kind, or from a wrong input.

**Does the difference survive without the dipole model?**

At f = 0.5 the spheres are not dilute, and the gap between A and B might be an artefact of the local-field argument. The full field problem was therefore solved for both structures on the body-centred cubic lattice, with the same two grids and the same extrapolation as in Part 1. Spheres on this lattice touch at a filling of √3π/8 ≈ 0.68, so at 0.5 they are still separate and the host is connected in both structures.

For A, the field solution gives 2.358 on the finer grid and 2.348 after extrapolation, against 2.327 from the formula. For B, it gives 2.964 and 2.987, against 3.000. The test required each extrapolated value to lie within a tenth of the gap, or 0.067, from the formula. The deviations are 0.021 and 0.013.

The extrapolation itself moved the values by 0.009 for A and 0.023 for B. The two grids alone therefore do not resolve the deviation for B. A multipole expansion on the same lattice does: cut at the dipole it returns the formula, and with the higher multipoles it converges to 2.347 for A and 2.989 for B. Both deviations are thus effects of the higher multipoles, and the extrapolated grid values are good to about 0.002. The difference between the two lattice structures is 2.987 − 2.348 = 0.64, close to the 0.67 of the formula. For this lattice, the dependence on the choice of host is a property of the field equations and not of the dipole model.

**How large are the neglected effects?**

*Finite sphere size.* The static polarisability assumes a vanishing phase change across the sphere. The relevant parameter is x = 2πa√ε_h/λ, with the host permittivity of the structure in question. It is 0.050 for A and 0.119 for B. The dipole coefficient of the full electromagnetic solution for one sphere gives a polarisability that differs from the static one by 0.07 % for A and 0.7 % for B, relative to the static value.

To see what this does to the film, let the polarisability change by a small relative amount δ. Write y for the product of sphere fraction and contrast factor. Since ε = host + 3 host · y/(1 − y), and the derivative of y/(1 − y) is 1/(1 − y)²,

δε = 3 · host · y δ / (1 − y)².

For A, y = 0.3067 and the factor before δ is 1.91. For B, the host permittivity is 5.76, y = −0.1901, and the factor is −2.32. Through the polarisability of the single sphere, the size correction is then about 0.001 in ε_A and 0.02 in ε_B, both small beside the gap of 0.67. This estimate leaves out the retardation of the fields between the spheres, and also the induced magnetic dipole, which is of the same order x² and changes the square of the index by about +0.001 in A and −0.002 in B.

*Shape.* Real grains and pores are not spheres. An ellipsoid in a uniform field also has a uniform field inside. Along its axis j, the excess polarisation P_x produces the opposing field L_j P_x/(ε0 ε_h), where the depolarisation factors L_j add up to 1; for a sphere each is 1/3. With P_x = ε0 Δ E_in, the inner field obeys E_in = E0 − L_j Δ E_in/ε_h, so

E_in = E0 ε_h / (ε_h + L_j Δ).

For B, the same expression holds with the permittivities exchanged. Averaging the moment over the three axes gives the polarisability for random orientation. For elongated spheroids with axes in the ratio 2:1, it exceeds in magnitude that of a sphere of equal volume by 5.3 % in A and 1.55 % in B.

If the local-field formula is kept, which is a rough step for non-spherical bodies, ε_A rises by 1.91 × 0.053 ≈ 0.10 and ε_B falls by 2.32 × 0.0155 ≈ 0.04. In terms of the index, these are about +0.03 and −0.01. The size depends on how the local field is treated. If each spheroid is instead taken to feel the mean field of the host, a rule that also reduces to Maxwell Garnett for spheres, the shifts are about half as large, +0.05 and −0.02 in ε. The two predictions move towards each other but remain well apart.

*The index of the solid.* If the solid has index 2.3 in place of 2.4, the film index falls from 1.525 to 1.500 in A and from 1.732 to 1.676 in B. Structure B is about twice as sensitive, since there the solid is the host. An uncertain solid index thus shifts both predictions, but a change of 0.1 does not close the gap between them.

**Beside a real film**

The parameters are in the rough regime of porous titania in red light. An index near 2.4 is reasonable for a compact film of that oxide, but the value depends on the crystal phase and on the preparation, and amorphous films tend to lie lower. A porosity of one half and grains some 10 nm across are plausible for a film made from nanoparticles. The assumption most clearly broken in such films is that one phase consists of separate spheres: grains touch and form necks, and the pores are often connected too. For moderate elongation alone, the estimates above move the film index by 0.02 to 0.03 in A. The effect of necks was not calculated. In A they would join the solid into a network, so that it no longer consists of separate spheres; the size of the shift is left open, although in an isotropic film the index cannot fall below the value for A.

Two further conditions deserve attention. Columns or pores with a preferred direction make the film anisotropic, and a single permittivity no longer describes it. Pores open to humid air can take up water, and then the void permittivity is no longer 1. Also, the film here is only ten sphere diameters thick, so the spheres near its two faces have fewer neighbours than the local-field argument assumes; that effect was not estimated.

For a film with one clearly dispersed phase of compact, well-separated bodies, the formula should be used with the other phase as host. Where the structure is unknown, evaluating both assignments shows how strongly the inferred composition depends on that choice. In the present example the solid fraction changes from 0.56 to 0.40. That interval expresses the choice between two model structures; by a theorem of Hashin and Shtrikman, quoted here without proof, the two formulas also bound the permittivity of any isotropic or cubic mixture of two phases with real positive permittivities, so the interval holds for all such structures. It does not hold for anisotropic ones: at f = 0.5 a stack of flat layers has index 1.84 for a field along the layers and 1.31 for a field across them. The values used in this example are collected in the numerical output.

Calculated quantities

```
A = solid spheres in void; B = void spheres in solid
solid index, void index: 2.40, 1.00
solid, void permittivity: 5.7600, 1.0000
solid volume fraction: 0.50
sphere radius: 5.0 nm
wavelength: 633 nm
film thickness: 100 nm
sphere number density: 9.5493e-04 nm^-3
beta A: 0.6134
beta B: -0.3802
polarisability A: 8.5313e-36 F m^2
polarisability B: -3.0457e-35 F m^2
volume-mean permittivity: 3.3800
Maxwell Garnett permittivity A: 2.3271
Maxwell Garnett permittivity B: 2.9998
difference B-A: 0.6727
film index A, B: 1.5255, 1.7320
optical thickness A: 152.5 nm
optical thickness B: 173.2 nm
assumed index reading: 1.60
inferred solid fraction A: 0.5577
inferred solid fraction B: 0.4022
lattice test, solid sphere fraction: 0.20
  linear dilute law: 1.3680
  Maxwell Garnett: 1.4195
  field solution, 64 grid: 1.4222
  field solution, extrapolated: 1.4203
lattice A at 0.5, 64 grid: 2.3578
lattice A at 0.5, extrapolated: 2.3484
lattice B at 0.5, 64 grid: 2.9642
lattice B at 0.5, extrapolated: 2.9870
neglected effects:
  finite size, polarisability A: 0.072 %
  finite size, polarisability B: 0.711 %
  2:1 spheroids, polarisability A: 5.34 %
  2:1 spheroids, polarisability B: 1.55 %
  film index A if solid index is 0.1 lower: 1.5002
  film index B if solid index is 0.1 lower: 1.6762
```
